The thermal-noise floor on the area of a hafnia memory capacitor

A 1 pF node that has just been reset at 300 K carries a random charge of about 400 electrons rms. A hafnia capacitor only 40 nm on a side can deliver ten times as much when its polarization reverses. Yet that charge moves the node by just 0.64 mV. Why is so small a capacitor enough to beat the thermal noise, and why is it still a poor memory cell?

**The estimate on the back of an envelope**

The energy of a charge Q on a capacitance C is Q²/2C. Thermal agitation gives it an energy of order k_B T, so the charge fluctuates by about

σ = √(k_B T C).

The derivation below shows that this has the correct prefactor for the rms value. At 300 K, k_B T = 4.14 × 10⁻²¹ J, and with C = 10⁻¹² F

σ = √(4.14 × 10⁻³³ C²) = 6.44 × 10⁻¹⁷ C = 0.0644 fC.

Ten times this is 0.644 fC, or about 4020 electrons.

The film supplies 40 μC/cm². Since 1 cm² = 10⁻⁴ m², this is 0.40 C/m², or 4.0 × 10⁻¹⁹ C/nm²: about 2.5 electrons from each square nanometre. The required area is therefore

A* = (6.44 × 10⁻¹⁶ C)/(4.0 × 10⁻¹⁹ C/nm²) ≈ 1610 nm²,

a square of side 40 nm.

One convention decides a factor of two. Here 40 μC/cm² is the switched charge density q = 2P_r, where P_r is the remanent polarization. Reversal from −P_r to +P_r changes the polarization by 2P_r, and this is the difference in charge between a cell that switches and one that does not. If 40 μC/cm² were P_r itself, q would be twice as large and the area would be about 805 nm².

The estimate leaves three questions open: whether σ depends on the reset circuit, whether all the switched charge counts as signal, and whether the film's own capacitance matters.

**The charge left by the reset**

Suppose that a switch of resistance R connects the node to ground for many times RC and then opens without injecting charge of its own. While the switch is closed, the node is in classical thermal equilibrium. The probability of a charge Q is proportional to exp(−aQ²), with a = 1/(2C k_B T). Its mean is zero, and its variance follows from an integration by parts over all Q:

∫ exp(−aQ²) dQ = [Q exp(−aQ²)] + 2a ∫ Q² exp(−aQ²) dQ.

The bracket vanishes at both ends. Dividing by the left side gives 1 = 2a⟨Q²⟩, hence

⟨Q²⟩ = 1/(2a) = C k_B T.

The resistance has dropped out. The same result follows from the noise of the resistor, whose one-sided voltage spectral density is 4k_B T R. The RC circuit passes the fraction 1/[1 + (2πfRC)²] of the noise power at frequency f. With x = 2πfRC, so that df = dx/(2πRC),

⟨V²⟩ = 4k_B T R · (1/(2πRC)) ∫₀^∞ dx/(1 + x²)
= 4k_B T R · (1/(2πRC)) · (π/2)
= k_B T/C.

Multiplication by C² returns ⟨Q²⟩ = C k_B T. A larger resistance makes more noise per unit bandwidth but narrows the bandwidth in the same proportion. This independence holds for a reset that brings the node to equilibrium. An ideal one-way reset, in which charge crosses a barrier in one direction only, as through a transistor below threshold, leaves a variance of about k_B TC/2. It lowers σ and the required area by √2.

Opening the switch freezes one random value of Q on the node. The charge comes in whole electrons, but the rms value is about 402 of them, so the steps are fine compared with the spread. A Boltzmann sum over whole electron numbers agrees with √(k_B T C) to within one part in 10⁹. The classical treatment also requires ħ/(RC) to be much smaller than k_B T. For R = 1 kΩ the ratio is 2.5 × 10⁻⁵.

**What the film delivers**

Let the ferroelectric capacitor join the node to a plate line. Its linear dielectric capacitance is C_F = cA, where c is the capacitance per unit area. The polarization P is counted positive when it points from plate to node, and V is the node voltage. The charge on the isolated conductor that forms the node has three parts:

Q_node = CV − C_F(V_p − V) − AP.

The first part lies on the node capacitance. The other two lie on the film electrode that faces the plate. They are negative because a positive plate voltage, or a polarization pointing towards the node, attracts negative charge to that electrode.

During reset the plate is at zero and the polarization has its stored value P_i. The reset leaves a random charge δQ in addition to the mean value −AP_i. The capacitance seen by this fluctuation is C + C_F, so its variance is k_B T(C + C_F). Then the switch opens and the plate steps to V_p. Conservation of charge on the node requires

CV − C_F(V_p − V) − AP_f = δQ − AP_i,

where P_f is the final polarization. Collecting the terms in V gives

(C + C_F)V = C_F V_p + A(P_f − P_i) + δQ.

If a fraction s of the film reverses, P_f − P_i = sq. Therefore

V = (C_F V_p + sqA + δQ)/(C + C_F).

A cell already polarized along the applied field has s = 0 and one polarized against it has, ideally, s = 1. The dielectric term C_F V_p is present in both. The voltage difference between the states is

ΔV = qA/(C + C_F),

and the whole of the switched charge counts as signal.

Is s = 1 justified? As the film switches, the node voltage rises and reduces the voltage V_p − V across the film. Forward switching stops if this reaches zero. Leaving out the small δQ, the requirement V ≤ V_p reads

C_F V_p + sqA ≤ (C + C_F)V_p,

and subtraction of C_F V_p from both sides gives

sqA ≤ CV_p.

This condition is necessary but not sufficient, because switching also takes time. With V_p = 3 V and C = 1 pF the right side is 3000 fC, against 0.64 fC on the left, so the node barely opposes the drive.

To include the time, let the unswitched part of the film reverse at the rate (1/t₀)exp(−E_a/E), where E is the field across the film. Take t₀ = 1 ns, E_a = 9 MV/cm, a film 10 nm thick, a plate ramp of 10 ns and a total pulse of 1000 ns. Integration of the circuit equations gives a switched fraction of 1.000000 on the 1 pF node. For the same film on a 0.1 fF node, the charge condition allows at most s = 0.466, and the model reaches only 0.274 by the end of the pulse. The rising node voltage lowers the field E, and the switching rate, which varies as exp(−E_a/E), falls steeply. A small node has little thermal charge, but it can also keep the film from switching completely.

**The area with film loading included**

Let r be the required ratio of signal charge to rms noise, here 10. With complete switching, the limiting area satisfies

qA = r√[k_B T(C + cA)].

Both sides are positive, so squaring adds no unwanted positive solution. With B = r²k_B T,

q²A² − BcA − BC = 0,

whose positive root is

A = [Bc + √(B²c² + 4q²BC)]/(2q²).

When the film adds little capacitance to the node, the term B²c² can be dropped under the root. The root then equals 2q√(BC), and

A ≈ √(BC)/q + Bc/(2q²).

The first term is the envelope result,

A* = r√(k_B T C)/q.

To compare the second term with it, use B = q²A*²/C. The second term becomes cA*²/(2C), so the relative correction is

(A − A*)/A* ≈ cA*/(2C).

A relative permittivity of 30 and a thickness of 10 nm give the film a capacitance of 0.0427 fF at A*. The correction is 0.0427/(2 × 1000) = 2.1 × 10⁻⁵, which is negligible here.

In the opposite limit, C → 0, the quadratic gives A → Bc/q². This is a formal limit with no use for reading: the charge condition sqA ≤ CV_p then forces the switched fraction to zero. The assumption s = 1 therefore fails in this limit. So does the treatment of charge as continuous, because the calculated rms charge falls below one electron.

The signal-to-noise ratio is proportional to A/√(C + cA). The derivative of its logarithm with respect to A is

1/A − c/[2(C + cA)] = (2C + cA)/[2A(C + cA)] > 0.

As long as switching is complete, every area above the root therefore satisfies the criterion. On the 1 pF node with a 3 V plate step, the charge condition rules out complete switching above 7.5 μm². The finite pulse sets a tighter limit: in the switching model above, the switched fraction is 0.998 at 3 μm² and 0.84 at 5 μm². These areas are still far above the floor.

**How the floor moves**

The formula A* = r√(k_B T C)/q shows the effect of each parameter with the others held fixed:

- Heating from 300 K to 85 °C, which is 358 K, raises the area to 1760 nm².
- Halving the switched charge density to 20 μC/cm² doubles the area to 3220 nm².
- Reducing the node from 1 pF to 100 fF lowers the area by √10, to 509 nm².

The signal voltage at the floor follows by dividing the required charge r√(k_B T C) by C:

ΔV ≈ r√(k_B T/C).

It does not contain q. For the 1 pF node it is 0.64 mV, and for the 100 fF node it is 2.0 mV. The smaller node needs less charge and gives a larger voltage.

**What a ratio of ten buys**

Place the decision threshold midway between the two mean signals. Each state is then 5σ from it. For Gaussian noise the error probability in either state is

p = ½ erfc(5/√2) = 2.9 × 10⁻⁷.

This assumes a noiseless reference. If the reference node carries independent noise of equal size, the variances add and the rms difference is √2σ. Restoring the ratio of ten then takes √2 times the area, about 2280 nm².

The floor also assumes that the node is sampled once. After the reset switch opens, but before the plate moves, the voltage is δQ/(C + C_F). Subtracting this earlier sample from the final voltage leaves

(C_F V_p + sqA)/(C + C_F),

in which δQ has cancelled. The value √(k_B TC) is thus a limit on single-sample reading after an equilibrium reset. With two samples, the noise of the amplifier and of the sampling itself takes its place. Differences between one capacitor and another are not removed.

**Grains and amplifier offset**

A 40 nm square holds few grains. If each is 10 nm wide, there are 1609/100 ≈ 16 of them. Consider a simple model in which the grains have equal areas, independent random polar axes and complete switching. The charge from each is proportional to u = |cos θ|, where θ is the angle between its axis and the film normal. The solid angle element is proportional to sin θ dθ, which equals du in magnitude, so u is uniform between 0 and 1. Its mean is 1/2 and its variance is

1/3 − 1/4 = 1/12.

For the average over N grains, the standard deviation divided by the mean is

√(1/(12N))/(1/2) = 1/√(3N).

With N = 16 this is 0.144. The thermal noise is 0.100 of the mean signal, so in this model the variation between capacitors is 1.44 times the thermal noise.

Keep the mean switched charge density at 40 μC/cm², which with a mean u of 1/2 requires 80 μC/cm² along each grain's own axis, and keep the threshold at half the mean signal. The combined relative spread for switching cells is √(0.144² + 0.100²) = 0.176, and the threshold lies 0.5/0.176 = 2.8 standard deviations below the mean. A Gaussian estimate then gives a miss probability of 2.2 × 10⁻³, while random sampling of the grain axes gives 2.1 × 10⁻³. This is an average over many capacitors. The grain pattern of a given capacitor is fixed, so the misses are concentrated in weak cells: in this model the weakest 1% account for about 64% of them. Cells that do not switch are unaffected in this model and keep the thermal error probability.

Complete switching is a favourable assumption, because a grain with a strongly tilted axis feels only a small part of the field along that axis. If the switching rate used earlier is applied to this field component, only about 59% of the grains reverse during the pulse. With the mean signal held fixed, which now requires about 97 μC/cm² along each axis, the relative spread rises to about 0.22 and the miss probability to about 2%. These figures assume that the preceding write set every grain. With equal and opposite pulses in steady cycling, they become 56%, 0.23 and 2.4%.

Amplifier offset also raises the required area. Let V_off be its size, and require half the signal to equal it:

qA/(C + cA) = 2V_off.

Multiplying out gives qA − 2V_off cA = 2V_off C, hence

A = 2V_off C/(q − 2V_off c).

For a rough offset of 10 mV, the area is 0.050 μm², a square of side 224 nm. This is 31 times the thermal floor, and it only balances the offset, with no margin for noise or grain variation.

**Beside a real device**

The film parameters are rough typical values for hafnium zirconium oxide about 10 nm thick between titanium nitride electrodes. The 1 pF node is large for a dense memory array, where a bit line of order 100 fF is a more natural rough value. An amplifier offset of 10 mV raises the area by a factor of 31 on the 1 pF node and by about 10 on a 100 fF node. The switched charge also changes with cycling, and a fall to half its value doubles the thermal floor. The read field of 3 MV/cm is about two thirds of a rough breakdown field of 4.5 MV/cm, so there is limited room to raise the drive. This matters most for grains with tilted axes: even at the breakdown field, the switching model reverses less than three quarters of randomly oriented grains. Leakage matters little for the charge balance: a pessimistic rough density of 10⁻³ A/cm² during 1 μs passes 10⁻³ μC/cm², or 2.5 × 10⁻⁵ of the switched charge.

On the 1 pF node, the switched charge is therefore more than ten times the reset noise for any area above about 1.6 × 10³ nm², or 0.0016 μm², provided that the film switches completely during the pulse. That area suffices against reset noise because each square nanometre releases 2.5 electrons. It makes a poor memory cell on this node because its signal is under a millivolt and comes from only some sixteen grains. On a 100 fF node the same capacitor would give 6.4 mV, but the variation between grains would remain. The numerical output below lists the main values.

Numbers as computed

```
Temperature: 300 K; node: 1.0 pF; ratio: 10
Switched charge density 2Pr: 40 uC/cm2
Film thickness: 10 nm; permittivity: 30
Plate step: 3.0 V; read field: 3.0 MV/cm
Thermal energy kT: 4.1419e-21 J = 25.85 meV
Rms charge noise: 0.06436 fC = 401.7 electrons
Rms voltage noise: 64.36 uV
Required charge: 0.6436 fC = 4017 electrons
Area bound: 1608.9 nm2 = 0.001609 um2
Side of square: 40.11 nm
Area if 40 uC/cm2 meant Pr: 804.5 nm2
Film capacitance: 0.0427 fF
Relative area correction by film loading: 2.14e-05
Node signal difference: 0.6436 mV
Common dielectric voltage: 0.1282 mV
Switching model: t0 1 ns, activation field 9 MV/cm
Plate ramp: 10 ns; pulse end: 1000 ns
Switched fraction on 1 pF: 1.000000
Tiny node: 0.1 fF; switched fraction: 0.274
Upper bound C Vp/(q A) on tiny node: 0.466
Thermal error probability at halfway threshold: 2.87e-07
Area with equally noisy reference: 2275 nm2
Area at 358.15 K: 1758 nm2
Area if 2Pr falls to 20 uC/cm2: 3218 nm2
Area for 100 fF node: 509 nm2
Signal at that bound: 2.035 mV
Grain width: 10 nm; number of grains: 16
Relative grain spread, formula: 0.1443
Relative grain spread, sampled: 0.1443
Grain spread / thermal noise: 1.44
Miss probability with grains, sampled: 2.06e-03
Miss probability with grains, Gaussian: 2.20e-03
Amplifier offset (rough): 10 mV
Area for half signal = offset: 0.0501 um2
That area / thermal bound: 31.1
Side of that square: 224 nm
Leakage current density (rough): 1e-03 A/cm2
Leaked / switched charge in one pulse: 2.5e-05
Breakdown field (rough): 4.5 MV/cm
Read field / breakdown field: 0.67
Reset resistance: 1 kohm
Quantum parameter hbar/(R C kT): 2.5e-05
```
